# Gaussian integrals over anticommuting variables and Wick's theorem, part 2

The generators \(\psi_k,\bar\psi_k\) (\(k=1,\dots,n\)) and the unpaired "real" \(\theta_k\) are independent and all anticommute; the bar is part of the name. Even elements commute with everything. The Berezin integral is \(\int d\theta\,(a+\theta b)=b\), with \(a,b\) free of \(\theta\); the differential nearest the integrand acts first. Shifting the variables by odd elements free of them leaves an integral unchanged.

Earlier results, by part:

(a) \(\int\prod_{k=1}^n d\bar\psi_k\,d\psi_k\;\prod_{k=1}^n\psi_k\bar\psi_k=1\) and
\[
\int d\theta_1\cdots d\theta_n\,\theta_1\cdots\theta_n=(-1)^{n(n-1)/2},
\]
which is \((-1)^m\) for \(n=2m\). The monomial containing every generator once is the top monomial.

(c) For any matrix \(M\), \(\int\prod_kd\bar\psi_k\,d\psi_k\,e^{-\bar\psi M\psi}=\det M\).

(d) For antisymmetric \(A\) and \(n=2m\), \(\int d\theta_1\cdots d\theta_n\,e^{-\frac12\theta^TA\theta}=\operatorname{Pf}A\). The top part of the exponential is \((-1)^m\operatorname{Pf}A\;\theta_1\cdots\theta_n\), where
\[
\operatorname{Pf}A=\sum_P\epsilon(P)\prod_{(j,k)\in P}A_{jk}\qquad(j<k)
\]
runs over pairings \(P\), and \(\epsilon(P)=(-1)^c\) with \(c\) the number of crossing arcs. Example: \(A_{12}=2\), \(A_{13}=1\), \(A_{14}=-1\), \(A_{23}=3\), \(A_{24}=1\), \(A_{34}=4\), with \(\operatorname{Pf}A=4\).

(e) \((\operatorname{Pf}A)^2=\det A\), and \(\phi^TA\theta=\theta^TA\phi\) for odd \(\theta_k,\phi_k\).

(f) For one Dirac mode in imaginary time (\(\hbar=c=1\), mass \(m>0\), momentum \(p\)), \(M=m+\mathrm i\slashed p\), \(\slashed p=p_a\gamma_a\), \(a=1,\dots,4\), with hermitian matrices obeying \(\gamma_a\gamma_b+\gamma_b\gamma_a=2\delta_{ab}\). Then
\[
(m+\mathrm i\slashed p)(m-\mathrm i\slashed p)=m^2+p^2,\qquad \det M=(p^2+m^2)^2 .
\]
At \(p=(0.2,0.4,0.4,0.8)\,m\), \(p^2=1.00\,m^2\) and \(\det M=4\,m^4\).

**(g) Problem.** Let \(M\) be invertible and \(G=M^{-1}\). Add generators \(\eta_k,\bar\eta_k\), called sources, which anticommute with one another and with all the fields. Evaluate
\[
Z(\bar\eta,\eta)=\int\prod_kd\bar\psi_k\,d\psi_k\;
e^{-\bar\psi M\psi+\bar\eta\psi+\bar\psi\eta},\qquad
\bar\eta\psi=\sum_k\bar\eta_k\psi_k .
\]

**Solution.** The linear terms are removed by completing the square. Replace \(\psi\) by \(\psi+\kappa\) and \(\bar\psi\) by \(\bar\psi+\bar\kappa\), with odd \(\kappa,\bar\kappa\) free of the fields. The integral does not change. Keeping every factor in its place, so that no signs arise, the exponent becomes
\[
-\bar\psi M\psi+\bar\psi(\eta-M\kappa)+(\bar\eta-\bar\kappa M)\psi
-\bar\kappa M\kappa+\bar\eta\kappa+\bar\kappa\eta .
\]
The linear terms vanish for \(\kappa=G\eta\) and \(\bar\kappa=\bar\eta G\). The last three terms are then
\[
-\bar\eta GMG\eta+\bar\eta G\eta+\bar\eta G\eta=\bar\eta G\eta ,
\]
because \(GM=1\). This is even and free of the fields, so its exponential can be taken out of the integral:
\[
\boxed{Z(\bar\eta,\eta)=\det M\;e^{\bar\eta G\eta}}
\]
The inverse was needed to choose the shift. Part (j) treats a matrix that has none.

### (h) Wick's theorem for complex variables

**Problem.** Define the average of a product \(F\) of fields by
\[
\langle F\rangle=\frac1{\det M}\int\prod_kd\bar\psi_k\,d\psi_k\;F\,e^{-\bar\psi M\psi}.
\]
Find \(\langle\psi_{i_1}\bar\psi_{j_1}\cdots\psi_{i_p}\bar\psi_{j_p}\rangle\) by comparing powers of the sources. What happens if the numbers of \(\psi\)'s and \(\bar\psi\)'s differ? Does the result survive a quartic term in the exponent?

**Solution.** Let the indices \(i_1,\dots,i_p\) be different from one another, and likewise \(j_1,\dots,j_p\). Drop all the sources except \(\bar\eta_{i_a}\) and \(\eta_{j_a}\). Part (g) divided by \(\det M\) then says
\[
\Big\langle\exp\sum_{a=1}^p\big(\bar\eta_{i_a}\psi_{i_a}+\bar\psi_{j_a}\eta_{j_a}\big)\Big\rangle
=\exp\sum_{a,b=1}^p\bar\eta_{i_a}G_{i_aj_b}\eta_{j_b}.
\]
Compare the parts that contain each of the \(2p\) sources once.

On the left, every term in the exponent is even and squares to zero. The exponential is a product of factors \(1+\bar\eta_{i_a}\psi_{i_a}\) and \(1+\bar\psi_{j_a}\eta_{j_a}\), and the wanted part is the product of their second terms. Since \(\psi_{i_a}\bar\psi_{j_a}\) is even,
\[
\bar\eta_{i_a}\psi_{i_a}\,\bar\psi_{j_a}\eta_{j_a}
=\psi_{i_a}\bar\psi_{j_a}\,\bar\eta_{i_a}\eta_{j_a}.
\]
The source pairs are even as well and can be collected on the right. The left side becomes
\[
\Big\langle\prod_{a=1}^p\psi_{i_a}\bar\psi_{j_a}\Big\rangle
\prod_{a=1}^p\bar\eta_{i_a}\eta_{j_a}.
\]

On the right, the wanted part comes from the \(p\)th power of the double sum divided by \(p!\). Each \(\bar\eta_{i_a}\) is joined to one \(\eta_{j_{\sigma(a)}}\), with \(\sigma\) a permutation. The \(p!\) orders of the commuting factors cancel the \(1/p!\), which leaves
\[
\sum_\sigma\prod_{a=1}^pG_{i_aj_{\sigma(a)}}\,\bar\eta_{i_a}\eta_{j_{\sigma(a)}}
=\sum_\sigma\operatorname{sgn}\sigma\prod_{a=1}^pG_{i_aj_{\sigma(a)}}
\;\prod_{a=1}^p\bar\eta_{i_a}\eta_{j_a}.
\]
The sign arises as in (c). Separating the two kinds of source and putting them back costs the same sign twice, and ordering the \(\eta\)'s costs \(\operatorname{sgn}\sigma\). Equating the coefficients gives
\[
\boxed{\Big\langle\prod_{a=1}^p\psi_{i_a}\bar\psi_{j_a}\Big\rangle
=\sum_\sigma\operatorname{sgn}\sigma\prod_{a=1}^pG_{i_aj_{\sigma(a)}}
=\det\big[G_{i_aj_b}\big]}
\]
If an index is repeated among the \(i\)'s or among the \(j\)'s, the left side vanishes because a generator squares to zero. The determinant vanishes too, since two of its rows or columns are equal. The formula therefore holds for all indices.

The first two cases are
\[
\langle\psi_i\bar\psi_j\rangle=G_{ij},\qquad
\langle\psi_i\bar\psi_j\psi_k\bar\psi_l\rangle=G_{ij}G_{kl}-G_{il}G_{kj}.
\]
The two-field average is the propagator. Larger averages are sums over all ways of joining each \(\psi\) to a \(\bar\psi\), and each exchange of two partners changes the sign. For \(i=k\) the two terms cancel. This is the Pauli principle at the level of the integral: the same field component cannot appear twice. With a plus sign they would add up to \(2G_{ij}G_{il}\), which is in general not zero.

If the numbers of \(\psi\)'s and \(\bar\psi\)'s differ, the average vanishes. Every term of the exponential contains equally many of each kind, and so does the top monomial, so an unbalanced product cannot be completed to it.

The theorem rests on the quadratic exponent. To see it fail, take \(n=2\), \(M=1\), and the weight
\[
\exp\big(-\bar\psi_1\psi_1-\bar\psi_2\psi_2-g\,\bar\psi_1\psi_1\bar\psi_2\psi_2\big).
\]
With \(u_k=\psi_k\bar\psi_k=-\bar\psi_k\psi_k\), this is \(\exp(u_1+u_2-g\,u_1u_2)=1+u_1+u_2+(1-g)u_1u_2\). The integral of the weight is \(1-g\). For \(g\ne1\), averages divided by this integral are
\[
\langle u_1\rangle=\langle u_2\rangle=\langle u_1u_2\rangle=\frac1{1-g},
\]
since in each case the coefficient of \(u_1u_2\) in the numerator is \(1\). The mixed averages \(\langle\psi_1\bar\psi_2\rangle\) and \(\langle\psi_2\bar\psi_1\rangle\) vanish, because the weight contains each \(\psi_k\) together with its own \(\bar\psi_k\). Wick's theorem would require \(\langle u_1u_2\rangle=1/(1-g)^2\), which holds for \(g=0\) and for no other value. For an interacting field one can still expand the quartic factor in \(g\) and apply the theorem to each term, with averages \(\langle\cdot\rangle_0\) taken at \(g=0\). The normalization depends on \(g\) too, so the result must be divided by the \(g=0\) average of the quartic factor. Here \(\langle u_1e^{-gu_1u_2}\rangle_0=1\) and \(\langle e^{-gu_1u_2}\rangle_0=1-g\), and their ratio is the \(1/(1-g)\) found above.

### (i) Real variables with sources

**Problem.** Let \(A\) be antisymmetric, of even size and invertible, with \(S=A^{-1}\). Using odd sources \(\chi_k\), evaluate
\[
W(\chi)=\int d\theta_1\cdots d\theta_n\;e^{-\frac12\theta^TA\theta+\chi^T\theta},
\]
and find \(\langle\theta_{i_1}\cdots\theta_{i_{2p}}\rangle\), the average normalized by \(W(0)\). Apply the result to the \(4\times4\) matrix \(A\) of part (d).

**Solution.** Shift \(\theta\) to \(\theta+\kappa\). The exponent becomes
\[
-\tfrac12\theta^TA\theta-\tfrac12\theta^TA\kappa-\tfrac12\kappa^TA\theta
-\tfrac12\kappa^TA\kappa+\chi^T\theta+\chi^T\kappa .
\]
As in (e), \(\kappa^TA\theta=\theta^TA\kappa\). Also \(\chi^T\theta=-\theta^T\chi\). The linear terms add up to \(-\theta^T(A\kappa+\chi)\) and vanish for \(\kappa=-S\chi\). Then \(A\kappa=-\chi\), and the terms free of \(\theta\) are
\[
-\tfrac12\kappa^TA\kappa+\chi^T\kappa=\tfrac12\kappa^T\chi+\chi^T\kappa
=-\tfrac12\chi^T\kappa+\chi^T\kappa=\tfrac12\chi^T\kappa=-\tfrac12\chi^TS\chi .
\]
Therefore
\[
\boxed{W(\chi)=\operatorname{Pf}A\;e^{-\frac12\chi^TS\chi}}
\]

For the averages, take \(2p\) different indices and keep the sources \(\chi_{i_1},\dots,\chi_{i_{2p}}\). In \(\langle e^{\chi^T\theta}\rangle\) the part with each source once is the average of
\[
\chi_{i_1}\theta_{i_1}\chi_{i_2}\theta_{i_2}\cdots\chi_{i_{2p}}\theta_{i_{2p}}
=(-1)^p\,\chi_{i_1}\cdots\chi_{i_{2p}}\;\theta_{i_1}\cdots\theta_{i_{2p}} .
\]
The sign arises because the second source passes one \(\theta\), the third passes two, and so on. The number of exchanges is \(1+2+\dots+(2p-1)=p(2p-1)\), which has the parity of \(p\).

On the other side stands \(e^{-\frac12\chi^TS\chi}\). The inverse of an antisymmetric matrix is antisymmetric, since \(S^T=(A^T)^{-1}=-S\). The expansion in (d) therefore applies with \(\chi\) in place of \(\theta\) and \(S\) in place of \(A\). Its top part is
\[
(-1)^p\operatorname{Pf}\big[S_{i_ai_b}\big]\;\chi_{i_1}\cdots\chi_{i_{2p}} .
\]
The factors \((-1)^p\) cancel:
\[
\boxed{\langle\theta_{i_1}\cdots\theta_{i_{2p}}\rangle=\operatorname{Pf}\big[S_{i_ai_b}\big]}
\]
For repeated indices the left side is zero. On the right the matrix has two equal rows, so its determinant vanishes, and by (e) so does its Pfaffian. Averages of an odd number of \(\theta\)'s vanish, because the weight is even and so is the number of variables.

For two and four fields,
\[
\langle\theta_i\theta_j\rangle=S_{ij},\qquad
\langle\theta_i\theta_j\theta_k\theta_l\rangle=S_{ij}S_{kl}-S_{ik}S_{jl}+S_{il}S_{jk}.
\]
Here any field may be joined to any other, whereas in (h) each \(\psi\) was joined to a \(\bar\psi\). The middle term has crossing arcs and carries the minus sign.

In the example the two-field averages are \(S_{12}=-1\), \(S_{34}=-0.5\), \(S_{13}=S_{24}=0.25\), \(S_{14}=-0.75\) and \(S_{23}=0.25\). The theorem gives
\[
\langle\theta_1\theta_2\theta_3\theta_4\rangle
=(-1)(-0.5)-(0.25)(0.25)+(-0.75)(0.25)
=0.5-0.0625-0.1875=0.25 .
\]
This can be checked without the theorem. The product \(\theta_1\theta_2\theta_3\theta_4\) is already the top monomial, so only the \(1\) in the exponential contributes. By (a) the integral is \((-1)^2=1\), and division by \(\operatorname{Pf}A=4\) gives \(0.25\).

### (j) A matrix without an inverse

**Problem.** If \(\det M=0\), the average in (h) is undefined. What is the integral without the normalization,
\[
K_{ij}=\int\prod_kd\bar\psi_k\,d\psi_k\;\psi_i\bar\psi_j\,e^{-\bar\psi M\psi}\;?
\]

**Solution.** For invertible \(M\), part (h) gives \(K_{ij}=\det M\,(M^{-1})_{ij}\). By Cramer's rule this is the adjugate element
\[
K_{ij}=\operatorname{adj}(M)_{ij}=(-1)^{i+j}\det M^{(ji)} ,
\]
where \(M^{(ji)}\) is \(M\) without row \(j\) and column \(i\). For \(n=1\) the empty determinant counts as \(1\). Both sides are polynomials in the matrix elements. If \(M\) is singular, \(M+\varepsilon\) is invertible for all sufficiently small \(\varepsilon\neq0\), because \(\det(M+\varepsilon)\) is a nonzero polynomial in \(\varepsilon\) with finitely many roots. Letting \(\varepsilon\to0\) extends the formula to singular \(M\).

The simplest case is \(M=\operatorname{diag}(0,\mu)\) with \(\mu\ne0\). The exponent does not contain \(\psi_1\) or \(\bar\psi_1\), so the integral of the exponential alone is zero. Inserting \(\psi_1\bar\psi_1\) supplies the missing generators, and the result is \(K_{11}=\mu\). A direction in which \(M\) gives zero is called a zero mode. If the rank of \(M\) is \(n-1\), there is one such direction, a column \(v\) with \(Mv=0\), and one row \(w\) with \(wM=0\). Since \(M\operatorname{adj}(M)=\operatorname{adj}(M)\,M=\det M=0\), the integral \(K_{ij}\) is a nonzero constant times \(v_iw_j\). The inserted \(\psi_i\) must therefore belong to a nonzero component of \(v\), and \(\bar\psi_j\) to a nonzero component of \(w\). In the example both vectors point along the first component; for a general \(M\) they can differ. If the rank of \(M\) is \(n-2\) or less, all minors of size \(n-1\) vanish, and one pair of fields is not enough.

### (k) Propagator and exchange sign for the Dirac mode

**Problem.** Return to \(M=m+\mathrm i\slashed p\) with \(p=(0.2,0.4,0.4,0.8)\,m\). Use the representation
\[
\gamma_k=\begin{pmatrix}0&-\mathrm i\sigma_k\\ \mathrm i\sigma_k&0\end{pmatrix}\ (k=1,2,3),\qquad
\gamma_4=\begin{pmatrix}0&1\\1&0\end{pmatrix},
\]
with the Pauli matrices \(\sigma_k\). Find the propagator and \(\langle\psi_1\bar\psi_1\psi_3\bar\psi_3\rangle\), where the indices now label the four spinor components. Check the second result without Wick's theorem.

**Solution.** From (f), \((m+\mathrm i\slashed p)(m-\mathrm i\slashed p)=p^2+m^2\), so
\[
G=M^{-1}=\frac{m-\mathrm i\slashed p}{p^2+m^2}.
\]
At \(p=0\) this is \(1/m\) times the unit matrix. For \(p^2\gg m^2\) the momentum term dominates the matrix as a whole, and \(G\approx-\mathrm i\slashed p/p^2\) with a relative error \(m/|p|\) in norm. This does not hold element by element: in this representation \(\slashed p\) has zero diagonal, and the diagonal elements \(m/(p^2+m^2)\) of \(G\) come from the mass term alone.

The upper right block of \(\mathrm i\slashed p\) is \(\mathrm ip_4+\sum_kp_k\sigma_k\), and the lower left block is \(\mathrm ip_4-\sum_kp_k\sigma_k\). Their first diagonal elements are
\[
M_{13}=p_3+\mathrm ip_4=(0.4+0.8\,\mathrm i)\,m,\qquad
M_{31}=-p_3+\mathrm ip_4=(-0.4+0.8\,\mathrm i)\,m .
\]
With \(p^2+m^2=2m^2\), the elements needed are
\[
G_{11}=G_{33}=\frac{0.5}{m},\qquad
G_{13}=\frac{-0.2-0.4\,\mathrm i}{m},\qquad
G_{31}=\frac{0.2-0.4\,\mathrm i}{m}.
\]
The exchange product is
\[
G_{13}G_{31}=\frac{-0.04+0.08\,\mathrm i-0.08\,\mathrm i+0.16\,\mathrm i^2}{m^2}=-\frac{0.20}{m^2},
\]
and (h) gives
\[
\langle\psi_1\bar\psi_1\psi_3\bar\psi_3\rangle=G_{11}G_{33}-G_{13}G_{31}
=\frac{0.25+0.20}{m^2}=\frac{0.45}{m^2}.
\]
With a plus sign between the two terms the value would be \(0.05/m^2\), one ninth as large. The fermionic sign therefore matters even for this single mode.

For the check, insert \(\psi_1\bar\psi_1\psi_3\bar\psi_3\) into the integral. Every term of the exponent that contains one of these four generators is then multiplied by zero. What is left is a Gaussian integral over components 2 and 4, with the matrix elements \(M_{22}=M_{44}=m\), \(M_{24}=(-0.4+0.8\,\mathrm i)\,m\) and \(M_{42}=(0.4+0.8\,\mathrm i)\,m\). Since \(M_{24}M_{42}=(-0.16-0.64)\,m^2=-0.80\,m^2\), its determinant is
\[
M_{22}M_{44}-M_{24}M_{42}=(1+0.80)\,m^2=1.80\,m^2 .
\]
Dividing by \(\det M=4\,m^4\) gives \(0.45/m^2\), in agreement with Wick's theorem. The numerical output lists the full matrices \(M\) and \(G\), with \(G\) obtained by direct Berezin integration.

## Numbers as computed

```
Example 1: Dirac mode, units hbar = c = m = 1
mass m = 1.0 [m]
momentum (p1,p2,p3,p4) = [0.2 0.4 0.4 0.8] [m]
p^2 = 1.0000 [m^2]
M [m] row 1: 1.00+0.00j  0.00+0.00j  0.40+0.80j  0.20-0.40j
M [m] row 2: 0.00+0.00j  1.00+0.00j  0.20+0.40j  -0.40+0.80j
M [m] row 3: -0.40+0.80j  -0.20+0.40j  1.00+0.00j  0.00+0.00j
M [m] row 4: -0.20-0.40j  0.40+0.80j  0.00+0.00j  1.00+0.00j
Berezin integral = 4.000000 [m^4]
matrix determinant = 4.000000 [m^4]
G by integration [1/m] row 1: 0.50+0.00j  0.00+0.00j  -0.20-0.40j  -0.10+0.20j
G by integration [1/m] row 2: 0.00+0.00j  0.50+0.00j  -0.10-0.20j  0.20-0.40j
G by integration [1/m] row 3: 0.20-0.40j  0.10-0.20j  0.50+0.00j  0.00+0.00j
G by integration [1/m] row 4: 0.10+0.20j  -0.20-0.40j  0.00+0.00j  0.50+0.00j
G11 G33 = 0.2500 [1/m^2]
G13 G31 = -0.2000 [1/m^2]
<psi1 bar1 psi3 bar3> by integration = 0.4500 [1/m^2]
value with a plus sign instead = 0.0500 [1/m^2]
Example 2: real generators, all numbers dimensionless
A row 1: [ 0.  2.  1. -1.]
A row 2: [-2.  0.  3.  1.]
A row 3: [-1. -3.  0.  4.]
A row 4: [ 1. -1. -4.  0.]
signed pairings 12|34, 13|24, 14|23 of A: 8.0000 -1.0000 -3.0000
Berezin integral = 4.000000
det A = 16.000000
<theta1 theta2> = -1.0000
<theta1 theta3> = 0.2500
<theta1 theta4> = -0.7500
<theta2 theta3> = 0.2500
<theta2 theta4> = 0.2500
<theta3 theta4> = -0.5000
signed pairings 12|34, 13|24, 14|23 of A^-1: 0.5000 -0.0625 -0.1875
<theta1 theta2 theta3 theta4> by integration = 0.250000
```
